**Kubo-Greenwood conductivity of a disordered tight-binding ring**

For independent electrons the program tests σ(z) = iD/z + (ig/N) Σ w_mn/(z − gap_mn), in units where the hopping t, lattice constant a, ħ and e² are 1. Here z = ω + iη, D is the Drude weight, g = 2 counts spin, gap_mn = E_n − E_m, and w_mn = |v_mn|²(f_m − f_n)/(E_n − E_m), with f the Fermi occupations and v the velocity. It asserts that the pair sum for the current commutator agrees with a full Fock-space calculation, and that σ(z) agrees with the current following a weak field kick propagated in time. It also asserts that D equals the occupation-weighted level curvature, that the delta-function form agrees with a small-η frequency integral, and that a clean ring has no regular part. For site energies uniform in [−2t, 2t], the output shows a broad maximum of about 1.07 e²a/ħ near ħω = 0.35t and a lowest bin at 0.24 of that height. Selected bins for 100 and 200 sites are asserted to agree within five combined standard errors, and the Drude share is asserted to be below 10⁻³ for 200 sites. The apparent dc conductivity for 200 sites falls from 0.610 to 0.221 e²a/ħ as ħη is reduced from 0.2t to 0.025t, so it is not a converged dc value.

## Numerical check

```python
# Result under test: for independent electrons on a tight-binding ring,
#   sigma(z) = i D/z + (i g/N) sum_mn w_mn / (z - gap_mn),
#   w_mn = (f_m - f_n)/(E_n - E_m) |v_mn|^2,  gap_mn = E_n - E_m,
# whose real part at vanishing broadening is the Kubo-Greenwood formula.
# Units: hopping t = 1, lattice constant a = 1, hbar = 1, charge^2 = e^2 = 1.
# Conductivity is in e^2 a/hbar; z = omega + i eta; g = 2 counts spin;
# D is the Drude weight; f is the Fermi function; v is the velocity operator.
import math
import numpy as np
from scipy import constants
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.special import expit

SPIN = 2
KT = 0.05
WIDTH = 4.0
rng = np.random.default_rng(12345)


def ring(site_energies, phase=0.0):
    """Hamiltonian and current operator -dH/dA at a given bond phase."""
    n = len(site_energies)
    shift = np.roll(np.eye(n), 1, axis=0)       # moves site i to i+1
    hop = np.exp(1j * phase) * shift
    h = np.diag(site_energies) - hop - hop.conj().T
    current = 1j * hop - 1j * hop.conj().T
    return h, current


def pair_data(site_energies):
    """Gaps, pair weights and minus the hopping energy (one spin)."""
    n = len(site_energies)
    shift = np.roll(np.eye(n), 1, axis=0)
    h = np.diag(site_energies) - shift - shift.T
    energy, c = np.linalg.eigh(h)
    f = expit(-energy / KT)
    v_imag = c.T @ (np.roll(c, 1, axis=0) - np.roll(c, -1, axis=0))
    gap = energy[None, :] - energy[:, None]
    distinct = np.abs(gap) > 1e-11
    quotient = np.zeros_like(gap)
    np.divide(f[:, None] - f[None, :], gap, out=quotient, where=distinct)
    weight = quotient * v_imag**2
    minus_hopping = np.sum(f * 2 * np.sum(c * np.roll(c, 1, axis=0), axis=0))
    return gap, weight, minus_hopping


def regular_sigma(z, gap, weight):
    return 1j * SPIN / len(gap) * np.sum(weight / (z - gap))


# --- Test: current commutator in the full many-electron Fock space ---
m = 5
eps5 = rng.uniform(-WIDTH / 2, WIDTH / 2, m)
h5, v5 = ring(eps5)
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for site in range(m):
    op = np.eye(1)
    for k in range(m):
        factor = parity if k < site else (lower if k == site else np.eye(2))
        op = np.kron(op, factor)
    annihilate.append(op)


def many_body(one_body):
    return sum(one_body[i, j] * annihilate[i].T @ annihilate[j]
               for i in range(m) for j in range(m))


H_fock, V_fock = many_body(h5), many_body(v5)
kt_fock = 0.5
rho_fock = expm(-H_fock / kt_fock)
rho_fock = rho_fock / np.trace(rho_fock)
e5, c5 = np.linalg.eigh(h5)
f5 = expit(-e5 / kt_fock)
v5_eig = c5.conj().T @ v5 @ c5
fock_error = 0.0
for time in (0.4, 1.3, 3.7):
    u = expm(1j * H_fock * time)
    v_t = u @ V_fock @ u.conj().T
    from_fock = np.trace(rho_fock @ (v_t @ V_fock - V_fock @ v_t))
    from_pairs = np.sum((f5[:, None] - f5[None, :]) * np.abs(v5_eig)**2
                        * np.exp(1j * (e5[:, None] - e5[None, :]) * time))
    assert abs(from_pairs) > 1e-4
    fock_error = max(fock_error, abs(from_fock - from_pairs))
assert fock_error < 1e-10

# --- Test: full conductivity against real-time response to a field kick ---
n_small = 10
eps_small = rng.uniform(-WIDTH / 2, WIDTH / 2, n_small)
gap_s, weight_s, hop_s = pair_data(eps_small)
drude_s = SPIN * (hop_s - weight_s.sum()) / n_small
h0, _ = ring(eps_small)
e0, c0 = np.linalg.eigh(h0)
f0 = expit(-e0 / KT)
rho0 = (c0 * f0) @ c0.conj().T
times = np.linspace(0.0, 150.0, 7501)
kick = 1e-3                                     # step of A at time zero


def current_after_kick(step):
    h, current = ring(eps_small, step)
    e, c = np.linalg.eigh(h)
    rho = c.conj().T @ rho0 @ c
    cur = c.conj().T @ current @ c
    frequencies = (e[:, None] - e[None, :]).ravel()
    return np.exp(-1j * np.outer(times, frequencies)) @ (rho * cur.T).ravel()


linear_current = (current_after_kick(kick) - current_after_kick(-kick)) / (2 * kick)
kick_rows = []
for omega in (0.3, 0.8, 2.0):
    z = omega + 0.2j
    # the field is minus the kick times a delta function in time
    direct = -SPIN / n_small * simpson(np.exp(1j * z * times) * linear_current, x=times)
    regular = regular_sigma(z, gap_s, weight_s)
    formula = regular + 1j * drude_s / z
    assert abs(direct - formula) < 1e-4
    kick_rows.append((omega, direct, formula, regular))

# --- Test: Drude weight against level curvature at fixed occupations ---
d = 5e-4
levels = {k: np.linalg.eigvalsh(ring(eps_small, k * d)[0]) for k in range(-2, 3)}
curvature = (-levels[2] + 16 * levels[1] - 30 * levels[0]
             + 16 * levels[-1] - levels[-2]) / (12 * d**2)
drude_curv = SPIN * np.sum(f0 * curvature) / n_small
assert abs(drude_curv - drude_s) < 1e-5

# --- Test: delta-function form against a small-broadening integral ---
eta_small = 0.002
grid = np.arange(-12.0, 12.0, 0.0005)
re_sigma = np.zeros_like(grid)
for g_mn, w_mn in zip(gap_s.ravel(), weight_s.ravel()):
    re_sigma += (1j * SPIN / n_small * w_mn / (grid + 1j * eta_small - g_mn)).real
probe = np.exp(-(grid - 1.5)**2)
smooth_integral = np.sum(re_sigma * probe) * 0.0005
delta_sum = math.pi * SPIN / n_small * np.sum(weight_s * np.exp(-(gap_s - 1.5)**2))
assert abs(smooth_integral / delta_sum - 1) < 0.01   # error of order eta

# --- Test: a clean ring has only the Drude part ---
_, weight_clean, hop_clean = pair_data(np.zeros(50))
clean_regular = weight_clean.sum() / hop_clean
assert abs(clean_regular) < 1e-10

# --- Localization length at the band centre from the transfer recursion ---
ratio, log_sum, steps = 1.0, 0.0, 300000
for eps in rng.uniform(-WIDTH / 2, WIDTH / 2, steps):
    ratio = eps - 1.0 / ratio
    log_sum += math.log(abs(ratio))
loc_length = steps / log_sum
assert 0 < loc_length < 20

# --- Worked example: disorder-averaged conductivity ---
bin_width = 0.1
edges = np.linspace(0.0, 8.0, 81)
centres = 0.5 * (edges[1:] + edges[:-1])
etas = np.array([0.2, 0.1, 0.05, 0.025])


def disorder_average(n, samples):
    spectra, dc_values, drude_fraction, hopping = [], [], [], []
    for _ in range(samples):
        gap, weight, hop = pair_data(rng.uniform(-WIDTH / 2, WIDTH / 2, n))
        up = gap > 0
        hist, _ = np.histogram(gap[up], bins=edges, weights=weight[up])
        spectra.append(math.pi * SPIN / n * hist / bin_width)
        dc_values.append([SPIN / n * np.sum(weight * eta / (eta**2 + gap**2))
                          for eta in etas])
        drude_fraction.append(abs(hop - weight.sum()) / hop)
        hopping.append(SPIN * hop / n)
    spectra = np.array(spectra)
    return (spectra.mean(axis=0), spectra.std(axis=0, ddof=1) / math.sqrt(samples),
            np.mean(dc_values, axis=0), np.mean(drude_fraction), np.mean(hopping))


_, _, _, drude20, _ = disorder_average(20, 200)
sig100, err100, dc100, drude100, _ = disorder_average(100, 400)
sig200, err200, dc200, drude200, hop200 = disorder_average(200, 200)

shown = [0, 1, 2, 3, 5, 7, 9, 12, 15, 19, 29, 39]
for k in shown:                                  # size independence
    assert abs(sig100[k] - sig200[k]) < 5 * math.hypot(err100[k], err200[k])
peak = int(np.argmax(sig200))
assert peak > 0 and sig200[0] < 0.5 * sig200[peak]
assert np.all(np.diff(dc200) < 0)                # falls as eta is reduced
assert drude200 < 1e-3 and drude20 > 10 * drude200
area = np.sum(sig200) * bin_width
sum_rule = math.pi / 2 * hop200
assert abs(area / sum_rule - 1) < 1e-3

a_metre = 0.25e-9
unit_si = constants.e**2 / constants.hbar * a_metre

print("Units: energy t, length a, sigma e^2 a/hbar")
print(f"Disorder width W = {WIDTH:.1f} t, kT = {KT:.2f} t, mu = 0, spin factor {SPIN}")
print(f"Fock-space commutator: largest error {fock_error:.1e} (t a/hbar)^2")
print(f"Kick test: ring of {n_small} sites, hbar*eta = 0.2 t")
for omega, direct, formula, regular in kick_rows:
    print(f" hbar*omega = {omega:.1f} t: time domain {direct:.5f}")
    print(f"   full formula {formula:.5f}, without Drude {regular:.5f}")
print(f"Drude weight D, small ring: {drude_s:.6f} e^2 a t/hbar^2")
print(f"  from level curvature:     {drude_curv:.6f} e^2 a t/hbar^2")
print(f"Gaussian-weighted area, small eta: {smooth_integral:.5f} e^2 a t/hbar^2")
print(f"  from delta functions:            {delta_sum:.5f} e^2 a t/hbar^2")
print(f"Clean ring, regular share of sum rule: {abs(clean_regular):.1e}")
print(f"Localization length at band centre: {loc_length:.2f} a")
print(f"Samples: 200 (N=20), 400 (N=100), 200 (N=200); bin {bin_width:.1f} t")
print("Bin centre (t) | Re sigma N=200 +- s.e. | N=100 +- s.e.")
for k in shown:
    print(f" {centres[k]:.2f} | {sig200[k]:.4f} +- {err200[k]:.4f}"
          f" | {sig100[k]:.4f} +- {err100[k]:.4f}")
print(f"Peak, N=200: {sig200[peak]:.4f} e^2 a/hbar at {centres[peak]:.2f} t")
print(f"Peak for a = {a_metre * 1e9:.2f} nm: {sig200[peak] * unit_si:.3e} S m")
print(f"Lowest bin / peak: {sig200[0] / sig200[peak]:.4f}")
print("Apparent dc sigma (regular part) against hbar*eta:")
for eta, s200, s100 in zip(etas, dc200, dc100):
    print(f" eta {eta:.3f} t: N=200 {s200:.5f}, N=100 {s100:.5f} e^2 a/hbar")
print("Mean |Drude share| of the sum rule:")
print(f" N=20 {drude20:.2e}, N=100 {drude100:.2e}, N=200 {drude200:.2e}")
print(f"Area under Re sigma, N=200: {area:.6f} e^2 a t/hbar^2")
print(f"Sum-rule value, N=200:      {sum_rule:.6f} e^2 a t/hbar^2")
print("all good")
```

It prints:

```
Units: energy t, length a, sigma e^2 a/hbar
Disorder width W = 4.0 t, kT = 0.05 t, mu = 0, spin factor 2
Fock-space commutator: largest error 4.5e-16 (t a/hbar)^2
Kick test: ring of 10 sites, hbar*eta = 0.2 t
 hbar*omega = 0.3 t: time domain 0.17229-0.02070j
   full formula 0.17228-0.02071j, without Drude 0.10540-0.12103j
 hbar*omega = 0.8 t: time domain 0.22415-0.28248j
   full formula 0.22415-0.28249j, without Drude 0.21137-0.33363j
 hbar*omega = 2.0 t: time domain 0.24450+0.46764j
   full formula 0.24449+0.46764j, without Drude 0.24234+0.44612j
Drude weight D, small ring: 0.043472 e^2 a t/hbar^2
  from level curvature:     0.043472 e^2 a t/hbar^2
Gaussian-weighted area, small eta: 1.09210 e^2 a t/hbar^2
  from delta functions:            1.09395 e^2 a t/hbar^2
Clean ring, regular share of sum rule: 2.3e-30
Localization length at band centre: 6.27 a
Samples: 200 (N=20), 400 (N=100), 200 (N=200); bin 0.1 t
Bin centre (t) | Re sigma N=200 +- s.e. | N=100 +- s.e.
 0.05 | 0.2568 +- 0.0152 | 0.2633 +- 0.0151
 0.15 | 0.7399 +- 0.0303 | 0.7047 +- 0.0301
 0.25 | 0.9309 +- 0.0370 | 0.9786 +- 0.0363
 0.35 | 1.0652 +- 0.0382 | 1.0458 +- 0.0367
 0.55 | 0.9853 +- 0.0339 | 0.9980 +- 0.0319
 0.75 | 0.8728 +- 0.0266 | 0.8902 +- 0.0281
 0.95 | 0.7070 +- 0.0230 | 0.6876 +- 0.0220
 1.25 | 0.5415 +- 0.0162 | 0.5046 +- 0.0149
 1.55 | 0.4210 +- 0.0129 | 0.3966 +- 0.0114
 1.95 | 0.2847 +- 0.0082 | 0.2818 +- 0.0082
 2.95 | 0.1326 +- 0.0038 | 0.1386 +- 0.0039
 3.95 | 0.0519 +- 0.0018 | 0.0474 +- 0.0017
Peak, N=200: 1.0652 e^2 a/hbar at 0.35 t
Peak for a = 0.25 nm: 6.482e-14 S m
Lowest bin / peak: 0.2411
Apparent dc sigma (regular part) against hbar*eta:
 eta 0.200 t: N=200 0.60993, N=100 0.61518 e^2 a/hbar
 eta 0.100 t: N=200 0.49116, N=100 0.49730 e^2 a/hbar
 eta 0.050 t: N=200 0.34621, N=100 0.35264 e^2 a/hbar
 eta 0.025 t: N=200 0.22078, N=100 0.22527 e^2 a/hbar
Mean |Drude share| of the sum rule:
 N=20 8.59e-02, N=100 2.96e-08, N=200 3.29e-16
Area under Re sigma, N=200: 1.565257 e^2 a t/hbar^2
Sum-rule value, N=200:      1.565257 e^2 a t/hbar^2
all good
```
